# Why Annealing Relaxes Oxide Growth Stress, and How Long It Takes

**Question.** An oxide film grown on silicon is under compression because it is bonded to a wafer that prevents it from spreading sideways. During a hot anneal this stress can fade, although the film stays bonded and the wafer stays as wide as before. Why? And is the time required the viscous time $\eta/\mu$, about one hour for a viscosity $\eta=10^{14}$ Pa s and a shear modulus $\mu=30$ GPa?

**Answer.** The stress fades because hot silica flows in shear, and the film has a free surface towards which it can flow. It gives up its sideways compression by becoming slightly thicker. The ratio $\eta/\mu$ is indeed about an hour, but it is the decay time of a pure shear stress. The film also stores energy in compression of its volume, and this energy has to leave through the same shear flow. The film therefore relaxes more slowly, by a factor that depends on Poisson's ratio.

## The mechanism

Suppose that a piece of fresh oxide, cut free from the wafer, would be longer in every direction by a small fraction $g$ than the space it was given. This $g$ is the linear growth strain. It is defined here by the stress it produces, not by the full volume change of the oxidation reaction. On the wafer the two in-plane expansions are blocked, so the oxide is squeezed elastically in the plane. Nothing blocks the third direction, and the stress normal to the free surface is zero.

At high temperature the bonds of the glass network can break and re-form. Under a shear stress these rearrangements produce permanent flow at constant volume. Under equal pressure from all sides they have no preferred direction, and in the model used here the volume responds elastically, without flow.

A film squeezed in two directions and free in the third is not under equal pressure. Material is driven out of the plane and into the thickness. As this proceeds, less elastic strain is needed to fit the oxide to the wafer, and the stress falls.

The calculation assumes a uniform, isotropic film, far from its edges, on a thick rigid substrate. The temperature is constant and no new oxide forms. Elastic and viscous strains are small and add, which makes the film a Maxwell material. Tension is positive, $x$ and $y$ lie in the film, and $z$ is normal to it.

## The reference case: pure shear

Let $s$ be a shear stress. The elastic tensor shear strain is $s/(2\mu)$, and the viscous strain rate is $s/(2\eta)$. If the total shear strain is held fixed, the two rates must cancel:

$$
\frac{\dot s}{2\mu}+\frac{s}{2\eta}=0
\quad\Longrightarrow\quad
\dot s=-\frac{\mu}{\eta}\,s,
\qquad s(t)=s(0)\,e^{-t/(\eta/\mu)} .
$$

This is where the time $\eta/\mu$ comes from. It governs the shear part of the stress when every total strain is held fixed. In the film the thickness strain is free to change, so the calculation has to be done again.

## The film

The film stress has the components $\sigma_{xx}=\sigma_{yy}=\sigma$ and $\sigma_{zz}=0$. Its mean is $2\sigma/3$. Subtracting the mean from each component leaves the deviator, the part that drives flow:

$$
s_{xx}=s_{yy}=\sigma-\frac{2\sigma}{3}=\frac{\sigma}{3},
\qquad
s_{zz}=0-\frac{2\sigma}{3}=-\frac{2\sigma}{3}.
$$

With Young's modulus $E=2\mu(1+\nu)$, where $\nu$ is Poisson's ratio, Hooke's law gives the in-plane elastic strain

$$
e_{xx}=\frac{\sigma_{xx}-\nu(\sigma_{yy}+\sigma_{zz})}{E}
=\frac{(1-\nu)\sigma}{2\mu(1+\nu)}=\frac{\sigma}{M},
\qquad
M=\frac{2\mu(1+\nu)}{1-\nu}.
$$

$M$ is the biaxial modulus. The total in-plane strain is the sum of growth strain, elastic strain and viscous strain $v_{xx}$, and the wafer holds it at zero:

$$
g+\frac{\sigma}{M}+v_{xx}=0 .
$$

Before any flow $v_{xx}=0$, so the starting stress is $\sigma_0=-Mg$. It is compressive for positive $g$.

Now differentiate the constraint in time. The growth strain is constant, and the viscous rate is $\dot v_{xx}=s_{xx}/(2\eta)=\sigma/(6\eta)$. Hence

$$
\frac{\dot\sigma}{M}+\frac{\sigma}{6\eta}=0
\quad\Longrightarrow\quad
\sigma(t)=\sigma_0e^{-t/\tau},
$$

$$
\tau=\frac{6\eta}{M}
=6\eta\,\frac{1-\nu}{2\mu(1+\nu)}
=\frac{3(1-\nu)}{1+\nu}\,\frac{\eta}{\mu}.
$$

The film thickness does not appear. Every layer is held at the same width and has no normal stress, so each relaxes at the same rate.

## Why the film is slower than pure shear

The factor can be read as a ratio of energies. The stored elastic energy per volume is half the sum of stress times elastic strain. Two directions contribute, and the $z$ term vanishes because $\sigma_{zz}=0$:

$$
U=\frac12\left(\sigma\frac{\sigma}{M}+\sigma\frac{\sigma}{M}\right)=\frac{\sigma^2}{M}.
$$

The part of this energy that belongs to shear is

$$
U_s=\frac{s_{xx}^2+s_{yy}^2+s_{zz}^2}{4\mu}
=\frac{\sigma^2}{4\mu}\left(\frac19+\frac19+\frac49\right)
=\frac{\sigma^2}{6\mu}.
$$

The remainder is energy of volume compression. Viscous flow turns energy into heat at the rate

$$
D=\frac{s_{xx}^2+s_{yy}^2+s_{zz}^2}{2\eta}=\frac{2\mu}{\eta}\,U_s .
$$

No outside force does work during the hold: the wafer does not move in the plane, and the free surface carries no stress. Thus $\dot U=-D$. Because $U$ is proportional to $\sigma^2$, it decays as $e^{-2t/\tau}$, which means $\dot U=-2U/\tau$. Equating the two expressions gives

$$
\frac{2U}{\tau}=\frac{2\mu}{\eta}U_s
\quad\Longrightarrow\quad
\frac{\tau}{\eta/\mu}=\frac{U}{U_s}=\frac{6\mu}{M}=\frac{3(1-\nu)}{1+\nu}.
$$

Shear flow is the sole drain, but it must empty both stores.

The limits follow at once. For $\nu\to1/2$ the material is elastically incompressible, no energy is stored in volume, and the factor is 1. For $\nu=0$ two thirds of the energy is in volume compression, and the factor is 3. Numerical integration of the full tensor equations, with the fixed width and free surface imposed directly, gave the factors 3.000, 2.128, 1.444 and 1.027 for $\nu=0$, 0.17, 0.35 and 0.49, in agreement with the formula.

## How the mean stress can vanish without volume flow

The film starts with a mean stress $2\sigma_0/3$, yet only its deviator drives flow. The free surface links the two. The normal stress is the sum of the mean stress and $s_{zz}$, and this sum is zero, so

$$
\text{mean stress}=-s_{zz}.
$$

When the deviator dies, the mean stress must die with it. The volume recovers elastically as the film thickens.

The amount of thickening follows from the strains. At the start the elastic thickness strain is

$$
e_{zz}=-\frac{2\nu\sigma_0}{E}
=-\frac{2\nu}{1-\nu}\frac{\sigma_0}{M}
=\frac{2\nu}{1-\nu}\,g ,
$$

where $E=M(1-\nu)$ and $\sigma_0=-Mg$ were used. The total thickness strain is then

$$
g+\frac{2\nu}{1-\nu}g=\frac{1+\nu}{1-\nu}\,g .
$$

At the end the elastic strain is zero, and the constraint requires $v_{xx}=v_{yy}=-g$. Flow conserves volume, so $v_{zz}=+2g$, and the total thickness strain is $g+2g=3g$. The gain during the anneal is

$$
3g-\frac{1+\nu}{1-\nu}g=\frac{2-4\nu}{1-\nu}\,g .
$$

It vanishes for $\nu=1/2$, where there is no volume compression to recover. In that case the film already has its final thickness, and flow merely replaces elastic strain by permanent strain.

**Oxide without a free surface.** Suppose instead that rigid walls enclose the oxide on all sides. Every total strain is zero. For the shear part, elastic and viscous rates cancel as in pure shear, so the deviator decays in $\eta/\mu$. For the volume part there is no viscous strain, and the elastic volume strain stays at $-3g$. With the bulk modulus

$$
K=\frac{2\mu(1+\nu)}{3(1-2\nu)},
$$

a mean stress $-3Kg$ remains indefinitely in this model. If the growth strain is isotropic, there is no deviator to begin with and nothing relaxes. Annealing removes growth stress when the oxide has somewhere to go.

## The numbers for silica on silicon

Take a 100 nm thermal oxide on a 525 µm wafer, held at 1323 K in an inert gas, with $\eta=10^{14}$ Pa s, $\mu=30$ GPa and $\nu=0.17$. The stress at the start of the hold, at the hold temperature, is $-300$ MPa. This stress is an assumed value for the example, and the material constants are rough values.

The shear time is

$$
\frac{\eta}{\mu}=\frac{10^{14}}{3.0\times10^{10}}\ \text{s}=3333\ \text{s}=0.93\ \text{h}.
$$

The film factor is $3(0.83)/1.17=2.128$, so

$$
\tau=2.128\times3333\ \text{s}\approx7090\ \text{s}=1.97\ \text{h}.
$$

After one hour a pure shear stress would have fallen to 34% of its starting value. The film stress has fallen to $e^{-1/1.97}=60\%$, which is $-181$ MPa. Most of it is still there. Reaching 10% takes $\tau\ln10=4.5$ h, and reaching 1% takes twice as long, 9.1 h. An exponential has no moment at which the stress is gone, so "disappear" needs a stated threshold.

The biaxial modulus is $M=60\times1.17/0.83=84.6$ GPa, and the growth strain is $g=0.300/84.6=3.55\times10^{-3}$. Full relaxation thickens the film by

$$
100\ \text{nm}\times\frac{2-0.68}{0.83}\times3.55\times10^{-3}=0.56\ \text{nm}.
$$

This small movement is all that is needed to remove 300 MPa. With the same growth strain but walls on all sides, $K=35.5$ GPa gives, in this model, a lasting mean stress of about $-0.38$ GPa.

## Cooling brings stress back

After an 8 h hold the film stress is $-300\,e^{-8/1.97}\approx-5$ MPa. The wafer is then cooled to 293 K. Silicon contracts more than silica; take a mean difference of expansion coefficients $\Delta\alpha=3.5\times10^{-6}$ K$^{-1}$, a rough value. The film is forced to follow the wafer, which shortens it by $\Delta\alpha\,\Delta T$ beyond its own contraction. If no flow occurs, the added stress is

$$
\sigma_{\rm th}=-M\,\Delta\alpha\,\Delta T
=-84.6\times10^{3}\times3.5\times10^{-6}\times1030\ \text{MPa}
\approx-305\ \text{MPa}.
$$

Flow during cooling is included by letting the relaxation time depend on temperature. With cooling rate $r$,

$$
\dot\sigma=-M\,\Delta\alpha\,r-\frac{\sigma}{\tau(T)},
\qquad
\tau(T)=\tau(T_h)\exp\!\left[\frac{Q}{k_B}\left(\frac1T-\frac1{T_h}\right)\right],
$$

where $T_h$ is the hold temperature and $Q$ the activation energy of viscosity, taken as 5 eV in this example. Integration at 5 K/min gives $-309$ MPa at room temperature. This is about 1 MPa from the elastic sum. The film starts nearly unstressed, and flow freezes out within roughly the first 100 K, which pass in about 20 min, a short time compared with $\tau$. A highly stressed film or slower cooling would lose more stress on the way down.

The room-temperature stress is thus about as large as the stress at the start of the hold. The near equality is a coincidence of the chosen values, but the lesson is not: the growth stress has gone, and a mismatch stress has taken its place. The proper comparison is with the same film cooled at the same rate without the hold, which ends at $-590$ MPa. At this cooling rate the anneal has nearly halved the stress at room temperature; with much slower cooling the unannealed film relaxes on the way down and the difference shrinks.

## If oxide keeps forming

In an oxidizing gas, fresh oxide appears at the silicon interface while older oxide relaxes. Suppose each new layer is born with stress $\sigma_0$, and the thickness grows from zero at a constant rate $\dot h$. A layer of age $a$ carries $\sigma_0e^{-a/\tau}$. Averaged over the film after time $t$, the stress is

$$
\bar\sigma=\frac{1}{\dot h t}\int_0^t\sigma_0e^{-a/\tau}\,\dot h\,da
=\sigma_0\,\frac{\tau}{t}\left(1-e^{-t/\tau}\right).
$$

For $t=8$ h this is $-300\times0.246\times0.983\approx-73$ MPa, compared with $-5$ MPa after an inert hold of the same length. The long-time decay is now as $1/t$, since there is always some young oxide. Real growth rates usually fall with thickness, which would reduce the share of young oxide.

## How far the estimate can be trusted

**Temperature and water.** Viscosity dominates the uncertainty. With $Q=5$ eV, a film 10 K colder needs 1.40 times as long, and one 50 K colder needs 5.6 times as long, which turns 2 h into 11 h. Water in the oxide can lower the viscosity strongly. Since $\tau$ is proportional to $\eta$, a viscosity ten times smaller would give about 0.2 h. The value $10^{14}$ Pa s is a round number chosen for the example, not a property to be assigned to every thermal oxide. Dry silica can be several times more viscous at this temperature, and its activation energy can exceed 5 eV. Relaxation is then slower and depends more strongly on temperature.

**Stress-dependent viscosity.** A large stress helps the bonds to rearrange. The Eyring form replaces $\eta$ by $\eta\,x/\sinh x$, with $x=(|\sigma|/2)V/(2k_BT)$. Here $|\sigma|/2$ is the largest shear stress in the film and $V$ an activation volume, taken as 0.2 nm³. The decay law becomes

$$
\dot\sigma=-\frac{\sigma}{\tau}\frac{\sinh x}{x}
\quad\Longrightarrow\quad
\dot x=-\frac{\sinh x}{\tau},
$$

because $x$ is proportional to $|\sigma|$. At the start $x_0=0.82$ and the viscosity is about 10% lower. The effect fades with the stress, and the time to reach 10%, $\tau\int_{x_0/10}^{x_0}dx/\sinh x$, is about 2% shorter than for constant viscosity.

**Non-exponential relaxation.** Glasses often relax with a spread of times. For pure shear, replace the exponential by $\exp[-(t/\tau_k)^\beta]$ and choose $\tau_k$ so that the viscosity, $\mu$ times the area under this curve, is unchanged. For an assumed $\beta=0.7$ the time to reach 10% is 13% longer. The corresponding film value was not calculated.

**Volume relaxation.** The model keeps the volume response elastic. Real glasses near their glass transition also rearrange under pressure, so the bulk modulus falls in time towards a smaller relaxed value. The film factor can be written $6\mu/M=1+4\mu/(3K)$. If $K$ relaxed quickly to one third of its value, for example, part of the stress would fall early and the rest would decay with a factor near 4.4 instead of 2.128. The decay would not be a single exponential, and the stress left in enclosed oxide would be a third of $-3Kg$.

**The wafer.** A film force $\sigma h$ per unit width acts at the surface of a wafer with thickness $H$ and biaxial modulus $M_s$. Uniform straining contributes $\sigma h/(M_sH)$ to the surface strain. The moment $\sigma hH/2$ causes a curvature $6\sigma h/(M_sH^2)$, which contributes $3\sigma h/(M_sH)$ at the surface. The sum, relative to the film strain $\sigma/M$, is

$$
\frac{4Mh}{M_sH}=\frac{4\times84.6\times100}{180\times525000}\approx0.04\%.
$$

The rigid-wafer assumption is therefore harmless here.

**Patterned oxide.** Device structures break the assumption of a blanket film more seriously. Oxide in a filled trench with an open top can relieve its pressure only by flowing along the walls towards the opening, which can take much longer than $\tau$ if the trench is deep and narrow. In this model the stress still ends at zero. Flow stops only when the deviator is zero everywhere; force balance then requires the remaining pressure to be uniform, and the free top sets it to zero. A lasting stress requires oxide that is enclosed on all sides, for example by a rigid cap over the trench. The elastic moduli and $\Delta\alpha$ were also held constant over the whole cooling range, so the room-temperature stresses are estimates. The numerical output below lists the values used.

## Calculated quantities

```
Viscosity: 1.0e+14 Pa s
Shear modulus: 30.0 GPa
Poisson ratio: 0.17
Starting film stress: -300 MPa
Film thickness: 100 nm
Wafer thickness: 525 um
Hold temperature: 1323 K
Room temperature: 293 K
Biaxial modulus of film: 84.6 GPa
Bulk modulus of film: 35.5 GPa
Linear growth strain: 3.547e-03
Pure shear time eta/mu: 3333 s
Pure shear time eta/mu: 0.93 h
Film time over eta/mu, integrated, nu=0.00: 3.000
Film time over eta/mu, integrated, nu=0.17: 2.128
Film time over eta/mu, integrated, nu=0.35: 1.444
Film time over eta/mu, integrated, nu=0.49: 1.027
Film relaxation time: 7094 s
Film relaxation time: 1.97 h
Shear stress left after 1 h: 34.0 %
Film stress left after 1 h: 60.2 %
Film stress after 1 h: -181 MPa
Time to 10% of film stress: 4.54 h
Time to 1% of film stress: 9.07 h
Thickening on full relaxation: 0.56 nm
Mean stress if confined on all sides: -377 MPa
Hold time: 8 h
Film stress at end of hold: -5.2 MPa
Cooling rate: 5 K/min
Mean expansion difference: 3.5 1e-6/K
Elastic mismatch stress from cooling: -305 MPa
Room stress after hold: -309 MPa
Room stress without hold: -590 MPa
Viscosity activation energy: 5.0 eV
Film time factor if 10 K colder: 1.40
Film time factor if 50 K colder: 5.60
Eyring activation volume: 0.2 nm3
Eyring argument at start: 0.82
Eyring time to 10% over constant-eta time: 0.977
Stretching exponent: 0.7
Stretched time to 10% over simple, pure shear: 1.13
Biaxial modulus of wafer: 180 GPa
Stress fraction relieved by wafer: 0.036 %
Wafer stress at interface: 0.23 MPa
```
